# Kerker-preconditioned density mixing for a long metal slab with a gap

A self-consistent calculation for a metal slab of thickness $L$, separated from its periodic images by a gap $V$, can fail because charge swings from one side of the slab to the other, further at each iteration. With plain density mixing, this wave has an error eigenvalue

$$\lambda_{\rm plain}\simeq 1+\frac{k^2}{q^2},\qquad \tan\frac{qL}{2}=-\frac{qV}{2},$$

where $k$ is the Thomas–Fermi wave number and $q$ is the lowest positive root. The mixing factor must stay below $2/\lambda_{\rm plain}$, which falls as about $1/L^2$ once $L\gg V$. Kerker preconditioning multiplies each Fourier component of the update by $G^2/(G^2+q_0^2)$. With $q_0=k$ the largest eigenvalue is close to 1 whatever the metal length. The gap, however, does not screen, and it leaves a slow mode that costs more as the gap widens.

Hartree atomic units are used in the derivations, and nm and eV in the examples.

## One wave, by hand

Fill a periodic cell of length 5 nm with a uniform metal and disturb its electron density by $a\cos Gz$, with $G=2\pi/5=1.257$ nm$^{-1}$. Poisson's equation gives the electron potential energy the amplitude $4\pi a/G^2$. A metal with local screening answers a slowly varying potential $\varphi$ with the density change $-k^2\varphi/4\pi$, so the output density contains the wave with amplitude $-(k^2/G^2)a$. The residual, output minus input, is

$$r=-\left(1+\frac{k^2}{G^2}\right)a .$$

Take $k=17.07$ nm$^{-1}$. Then $k^2/G^2=(17.07/1.257)^2\approx184.5$, and $r=-185.5\,a$: the metal overreacts by a factor of nearly 200. Plain mixing adds $\alpha r$ to the input. Even with $\alpha=0.02$ the amplitude is multiplied by $1-0.02\times185.5=-2.71$ per step, giving $1,\,-2.7,\,7.3,\,-20,\dots$ The sign change is the swing of the charge, and the growth is the instability.

Kerker's factor with $q_0=k$ is $1/(1+k^2/G^2)=1/185.5$ for this wave. It cancels the overreaction, and the amplitude is multiplied by $1-\alpha$. With $\alpha=0.8$ it runs $1,\,0.2,\,0.04,\,0.008$.

Now consider a region without electrons, 1 nm wide, holding a half wave with $G=\pi$ nm$^{-1}$. Nothing responds, so $r=-a$. Kerker's factor is still applied: $9.87/(9.87+291.4)=0.033$. With $\alpha=0.8$ the amplitude is multiplied by $1-0.8\times0.033=0.974$ per step. The correction suited to the metal is far too timid here. A slab with a gap contains both situations.

## The error equation

Let $F[n]$ be the density obtained by solving the Kohn–Sham equations in the potential made by $n$, and let $n^*=F[n^*]$. The update is

$$n\to n+\alpha P\,(F[n]-n).$$

Write $n=n^*+e$. The exchange-correlation potential is held fixed at a reference density, so $e$ changes the potential by $ve$ alone, where $v$ is the Coulomb interaction. To first order $F[n]=n^*+\chi_0ve$, with $\chi_0$ the response of independent electrons. Hence

$$F[n]-n=-(1-\chi_0v)e\equiv-\epsilon e,\qquad e\to(1-\alpha P\epsilon)e .$$

An eigenvector of $P\epsilon$ with eigenvalue $\lambda$ is multiplied by $1-\alpha\lambda$ per step, so stability requires $0<\alpha\lambda<2$. The best fixed $\alpha$ makes the factors at the two ends of the spectrum equal and opposite, $1-\alpha\lambda_{\min}=-(1-\alpha\lambda_{\max})$. Thus $\alpha=2/(\lambda_{\min}+\lambda_{\max})$, and the error factor is $(\kappa-1)/(\kappa+1)$ with $\kappa=\lambda_{\max}/\lambda_{\min}$. The ratio $\kappa$ measures the cost of mixing with a fixed $\alpha$, the only kind treated here. Methods that combine several earlier residuals, such as Pulay's, need fewer iterations, and their cost depends on the whole spectrum, not on $\kappa$ alone.

## The response of the slab

Take jellium, uniform in the plane. Motion across the slab gives subbands with energies $E_i$ and real functions $u_i(z)$. Each has the two-dimensional density of states $1/\pi$, spin included, so it holds per unit area

$$w_i=\frac1\pi\int_{E_i}^{\infty}\!f(E)\,dE=\frac{k_BT}{\pi}\ln\!\left(1+e^{(\mu-E_i)/k_BT}\right),\qquad \frac{\partial w_i}{\partial E_i}=-\frac{f_i}{\pi},$$

where $f$ is the Fermi function. The density is $n=\sum_iw_iu_i^2$. A potential change $\varphi$ with matrix elements $\varphi_{ij}$ gives $\delta u_i=\sum_{j\ne i}u_j\varphi_{ij}/(E_i-E_j)$ and $\delta E_i=\varphi_{ii}$. Averaging the term $2w_iu_i\delta u_i$ over the exchange of $i$ and $j$ yields

$$\chi_0\varphi=\sum_{i\neq j}\frac{w_i-w_j}{E_i-E_j}\,\varphi_{ij}\,u_iu_j+\frac1\pi\sum_if_i(\delta\mu-\varphi_{ii})\,u_i^2,\qquad \delta\mu=\frac{\sum_if_i\varphi_{ii}}{\sum_if_i}.$$

The value of $\delta\mu$ keeps the electron number fixed, so a constant $\varphi$ produces no response. Since $w$ falls with energy, the first sum contributes a non-negative amount to $\langle\varphi|-\chi_0|\varphi\rangle$. The second contributes $\frac1\pi[\sum f_i\varphi_{ii}^2-(\sum f_i\varphi_{ii})^2/\sum f_i]$, which is non-negative by the Cauchy–Schwarz inequality.

For slow variations, $n=k_F^3/3\pi^2$ and $\mu-\varphi=k_F^2/2$ give $dn/d(\mu-\varphi)=k_F/\pi^2$. In the metal, therefore,

$$-4\pi\chi_0\varphi\to k^2(\varphi-\bar\varphi),\qquad k^2=\frac{4k_F}{\pi},$$

where $\bar\varphi$ is the mean of $\varphi$ over the metal and plays the part of $\delta\mu$.

## One quotient for all cases

Set $\varphi=ve$ with zero mean over the cell, so that $e=-\varphi''/4\pi$. Kerker's factor has the inverse $1+q_0^2/G^2$, hence $P^{-1}e=(-\varphi''+q_0^2\varphi)/4\pi$. The eigenvalue equation $\epsilon e=\lambda P^{-1}e$ becomes

$$-\varphi''-4\pi\chi_0\varphi=\lambda\left(-\varphi''+q_0^2\varphi\right).$$

Multiply by $\varphi$ and integrate by parts over the periodic cell:

$$\lambda=\frac{\int\varphi'^2dz+4\pi\langle\varphi|-\chi_0|\varphi\rangle}{\int\varphi'^2dz+q_0^2\int\varphi^2dz}.$$

Both operators are symmetric and the denominator is positive, so the eigenvalues are real and are the stationary values of this quotient. Plain mixing is the case $q_0=0$, for which $\lambda\ge1$.

**Plain mixing.** With local screening and $q_0=0$, the equation in the metal is $(\lambda-1)(-\varphi'')=k^2(\varphi-\bar\varphi)$. In the gap $\varphi''=0$. With $z=0$ at the slab centre, an odd solution has $\bar\varphi=0$ and $\varphi=\sin qz$ in the metal, with $q^2=k^2/(\lambda-1)$. In the gap it is a straight line, which must vanish at the gap centre $z=(L+V)/2$ because $\varphi$ is odd and periodic. Equal slopes at $z=L/2$ require

$$q\cos\frac{qL}{2}=-\frac{\sin(qL/2)}{V/2},$$

which is the condition stated at the start, with $\pi/2<qL/2<\pi$. An even solution is flat in the gap, so its slope vanishes at the metal edge and $q\ge2\pi/L$. The odd wave has the smaller $q$ and the larger $\lambda$.

For $V\ll L$, put $qL/2=\pi-x$. Then $\tan x=qV/2$ gives $x\simeq qV/2$ and $q\simeq2\pi/(L+V)$, the longest wave of the cell. For $V\gg L$, $q\to\pi/L$, and half a wave fits into the metal.

**Kerker mixing in the metal.** Removing the mean can only lower a mean square, so $\int_{\rm metal}(\varphi-\bar\varphi)^2\le\int_{\rm metal}\varphi^2\le\int_{\rm cell}\varphi^2$. The quotient then gives

$$\lambda\le\max\left(1,\frac{k^2}{q_0^2}\right)$$

in the local model. No length appears in this bound. For a uniform metal the eigenvalue is $(G^2+k^2)/(G^2+q_0^2)$, which is 1 for every wave when $q_0=k$.

**Kerker mixing in the gap.** Without response, $(1-\lambda)(-\varphi'')=\lambda q_0^2\varphi$. With $x$ measured from the gap centre, the lowest solution is $\varphi=A\cos px$, where

$$p^2=\frac{\lambda q_0^2}{1-\lambda}\quad\Longrightarrow\quad\lambda=\frac{p^2}{p^2+q_0^2}.$$

For small $\lambda$ the metal screens well and $\varphi$ is nearly constant inside it. The constant is reached, in effect, at the image plane, a distance $d$ outside the edge of the positive background. Let $W=V-2d$ and $M=L+2d$. The zero mean of $\varphi$ requires

$$\frac{2A}{p}\sin\frac{pW}{2}+MA\cos\frac{pW}{2}=0\quad\Longrightarrow\quad\tan\frac{pW}{2}=-\frac{pM}{2}.$$

This is the plain-mixing condition with metal and gap exchanged. It gives $p\to\pi/W$ for $M\gg W$ and $p\to2\pi/W$ for $M\ll W$. While $p\ll q_0$, the cost thus grows as $W^2$, apart from a factor that changes by at most 4 between these limits.

While the gap is narrower than the metal, another $q_0$ does not help much. For $q_0<k$, taking the upper bound as reached, $\kappa\simeq k^2/q_0^2+k^2/p^2$. For $q_0>k$, short waves keep $\lambda_{\max}$ near 1 and $\kappa\simeq1+q_0^2/p^2$. Both estimates are smallest at $q_0=k$. The bound is not reached for very small $q_0$, however: as $q_0\to0$, $\kappa$ tends to the plain value $1+k^2/q^2$. When the gap is clearly wider than the metal, $q>p$, and for errors uniform in the plane plain mixing then has a smaller $\kappa$ than Kerker mixing with $q_0=k$.

## Implementation and the cure for the gap

One iteration has these steps:

1. Build the electrostatic potential from $n$ minus the positive background, add the fixed exchange-correlation potential, and solve for $E_i$ and $u_i$.
2. Find $\mu$ from $\sum_iw_i=N$, the electron number per area, and form $r=F[n]-n$.
3. Stop if $\int|r|\,dz/N$ is below the chosen limit.
4. Otherwise replace $n$ by $n+\alpha Pr$.

Kerker's $P$ takes two Fourier transforms:

```python
def kerker(r, cell, q0):
    g = 2*np.pi*np.fft.fftfreq(len(r), cell/len(r))
    return np.fft.ifft(g**2/(g**2 + q0**2)*np.fft.fft(r)).real
```

The component $G=0$ is multiplied by zero. Nothing is lost, because $r$ carries no net charge.

To treat the gap as a gap, use $P=(1-\chi_{\rm loc}v)^{-1}$, where $\chi_{\rm loc}$ is the local response with a position-dependent $k^2(z)$. If $x=Pr$ and $\varphi=vx$, then $x-\chi_{\rm loc}\varphi=r$ reads

$$-\varphi''+k^2(z)(\varphi-\bar\varphi)=4\pi r,\qquad x=-\frac{\varphi''}{4\pi},$$

with $\bar\varphi$ now weighted by $k^2(z)$. This is one linear equation per iteration. The example uses $k^2(z)=4(3\pi^2n_{\rm ref})^{1/3}/\pi$, with $n_{\rm ref}$ the background smeared by 0.07 nm.

## A slab with the electron density of silver

Take 60 electrons per nm$^3$, roughly the density of the valence $s$ electrons in silver, and a smearing $k_BT=0.1$ eV. The bulk Fermi energy is 5.59 eV and $k=17.07$ nm$^{-1}$. The subbands are solved in full on a grid of about 0.04 nm.

For $L=4$ nm and $V=1$ nm the root is $q=1.285$ nm$^{-1}$, so

$$\lambda_{\rm plain}\simeq1+\left(\frac{17.07}{1.285}\right)^2\approx177 .$$

The full quantum response gives 179, and plain mixing is stable for $\alpha<0.011$. With the gap held at 1 nm, the quantum eigenvalue is 59, 179 and 595 for 2, 4 and 8 nm of metal. The largest Kerker eigenvalue stays within 1% of 1 in all three cases.

For the gap mode, the charge induced by a uniform field gives $d=0.039$ nm, so $W=0.92$ nm and $M=4.08$ nm. This $d$ belongs to the fixed exchange-correlation potential; jellium of this density that is self-consistent in the local density approximation has roughly 0.07 nm. The root is $p=3.70$ nm$^{-1}$, and

$$\lambda_{\min}\simeq\frac{3.70^2}{3.70^2+17.07^2}\approx0.045,$$

in agreement with the quantum response. At fixed $L=4$ nm, gaps of 1, 2 and 4 nm give $\kappa=22$, 82 and 276. With the 4 nm gap, Kerker mixing has a larger $\kappa$ than plain mixing had for the same metal with a 1 nm gap. Position-dependent screening gives $\kappa\approx2.1$ for all three gaps. This value belongs to the smearing of 0.07 nm, and a much wider smearing makes it larger.

The iteration counts below are for a limit of $10^{-6}$ misplaced electrons per electron and a 1 nm gap. Kerker and local screening use $\alpha=0.8$, and plain mixing uses $1.5/\lambda_{\rm plain}$. For Kerker mixing this is well below the best fixed value in the model, $2/(\lambda_{\min}+\lambda_{\max})\approx1.9$, near which the slow gap mode decays more than twice as fast.

| $L$ (nm) | plain | Kerker | local |
|---|---|---|---|
| 2 | 332 | 184 | 19 |
| 4 | 946 | 195 | 18 |
| 8 | not run | 192 | 17 |

Scaling the 4 nm plain count with $\lambda_{\rm plain}$ suggests about 3000 iterations at 8 nm.

## Where the charge error goes

Start the 4 nm slab (1 nm gap) from its converged density plus a small odd charge wave. With plain mixing and $\alpha=3/\lambda_{\rm plain}=0.0168$, theory predicts the factor $1-3=-2$ per step. The nonlinear iteration gives $-2.000$.

With Kerker mixing at $\alpha=0.8$, eight steps reduce the potential error in the inner half of the metal to $10^{-4}$ of its initial value, yet 0.69 of the dipole remains. Integration by parts over the cell explains this:

$$\int z\,e\,dz=-\frac1{4\pi}\Big[z\varphi'-\varphi\Big]=-\frac{L+V}{4\pi}\,\varphi'(\text{gap centre}),$$

because $\varphi$ and $\varphi'$ are equal at the two ends. The dipole measures the field in the gap, where Kerker mixing is slow.

The number itself can be estimated. At first $\varphi$ is a straight line across the gap. Once the metal is flat, this line decays as a sum of sine waves pinned at the image planes, with $p_m=2\pi m/W$. The expansion $x=\sum_m(-1)^{m+1}(2/p_m)\sin p_mx$ has slope $2\sum_m(-1)^{m+1}$ at the centre, term by term, and each term is multiplied by $1-0.8\lambda_m$ per step. With $\lambda_1=0.138$, $\lambda_2=0.390$ and $\lambda_3=0.590$, eight steps leave

$$2\,(0.393-0.050+0.006-\dots)\approx0.70 .$$

Local screening reduces the dipole to 0.009 in the same eight steps. A dipole that lingers under Kerker mixing is therefore no sign that charge is still swinging through the metal.

## What a real electrode changes

The model has a work function of 3.5 eV, while that of silver is roughly 4.5 eV. Its density is realistic, but it has no atoms, no $d$ electrons and no liquid. For the 8 nm slab with a 1 nm gap, the Kerker eigenvalues run from 0.042 to 1.00. Three of the effects left out, added one at a time, change this range as follows. The atomic lattice is not among them.

- The exchange-correlation kernel in the local density approximation lowers the minimum to 0.040.
- Water in the gap, with an electronic permittivity of roughly 1.8, raises the minimum to 0.066. It also raises the maximum to 1.7, but only through the shortest waves on the grid, where a constant permittivity overstates the response.
- A polarizable $d$ shell with a permittivity of roughly 4 raises the maximum to 3.8 on this grid, and towards 4 on finer ones. Applying the permittivity at all wavelengths makes this an upper estimate.

The last item could restrict the mixing factor most, but by how much depends on how the $d$ shell responds to short waves. If the estimate held in full, stability would require $\alpha<2/3.8\approx0.5$, and the value 0.8 used above would diverge. Waves along the surface are less demanding only in narrow cells. In a cell 1 nm wide their plain eigenvalue is about 8, against 595 for the wave across the slab. It grows roughly as the square of the cell width, however, and becomes the larger one once the cell is wider than about $L+V$.

For a slab much longer than its gap, Kerker mixing with $q_0\approx k$ removes the main obstacle to mixing with a fixed factor, the swing of charge through the metal. The cost that remains is set by the width of the gap itself and grows roughly as its square, however long the metal is. When the gap is as wide as the metal, $\kappa$ is nearly as large as with plain mixing, and when the gap is clearly wider, it is larger. This comparison counts only waves across the slab. In a wide surface cell, long waves along the surface raise the cost of plain mixing and can reverse it. Screening that depends on position removes this cost too, and in the model, with the fixed factor $\alpha=0.8$, it already saves about nine tenths of the Kerker iterations at a gap of 1 nm. The complete set of values is in the numerical output.

## Computed values

```
electron density: 60 per nm^3
smearing kT: 0.10 eV; reference edge width: 0.07 nm
Fermi energy of the bulk: 5.589 eV
Thomas-Fermi wave number k = q0: 17.071 1/nm
Gap 1 nm; eigenvalue ranges of the mixing operator:
 L=2 nm: plain max 58.7, formula 56.6, q 2.289 1/nm
   largest stable plain alpha 0.03406; Kerker 0.0507 to 1.000
   max/min: plain 58.7, Kerker 19.7
 L=4 nm: plain max 179.1, formula 177.4, q 1.285 1/nm
   largest stable plain alpha 0.01116; Kerker 0.0449 to 1.000
   max/min: plain 179.1, Kerker 22.3
 L=8 nm: plain max 594.8, formula 593.8, q 0.701 1/nm
   largest stable plain alpha 0.00336; Kerker 0.0417 to 1.000
   max/min: plain 594.8, Kerker 24.0
chi0 against finite differences, relative error: 2.0e-09
sharp local model, L=8 nm: matrix 593.82, formula 593.83
change of eigenvalues on a finer grid: 0.77 %
L=4 nm; smallest Kerker eigenvalue and local-screening range:
 V=1 nm: d 0.0394 nm, Kerker min 0.04494, formula 0.04479
   max/min: Kerker 22.3, local 2.08 (0.483 to 1.007)
 V=2 nm: d 0.0373 nm, Kerker min 0.01222, formula 0.01217
   max/min: Kerker 81.8, local 2.07 (0.487 to 1.007)
 V=4 nm: d 0.0382 nm, Kerker min 0.00362, formula 0.00361
   max/min: Kerker 276.3, local 2.09 (0.482 to 1.007)
L=4 nm, plain alpha 0.01675: dipole factor per step -1.9998, predicted -2.0000
after 8 steps / initial (Kerker and local: alpha 0.8):
 plain: potential in metal 256, dipole 259.9, gap field 259.9
 Kerker: potential in metal 9.59e-05, dipole 0.6918, gap field 0.6863
 local: potential in metal 1.16e-05, dipole 0.008855, gap field 0.008855
 Kerker dipole from linear theory: 0.6918
iterations to 1e-6 misplaced electrons per electron, gap 1 nm:
 L=2 nm: Kerker 184, local 19, plain 332 (alpha 0.02554)
 L=4 nm: Kerker 195, local 18, plain 946 (alpha 0.00837)
 L=8 nm: Kerker 192, local 17
L=8 nm: work function 3.48 eV
L=8 nm, plain max; Kerker min and max:
 model as it stands: 594.8; 0.0417, 1.000
 with LDA kernel: 594.3; 0.0397, 1.000
 with water, permittivity 1.8: 595.0; 0.0655, 1.714
 with d shell, permittivity 4.0: 597.2; 0.0426, 3.819
wave along the surface, cell 1.0 nm wide: plain eigenvalue 8.38
```
